\section*{Negative-energy weight of a Gaussian packet with only upper components}

\section*{Question}

Hartree atomic units are used: the electron mass, $\hbar$ and the elementary charge equal 1, and $c=137.036$. A free electron is described by the Dirac Hamiltonian
\begin{equation}
H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2,\qquad
\boldsymbol\alpha=\begin{pmatrix}0&\boldsymbol\sigma\\ \boldsymbol\sigma&0\end{pmatrix},\qquad
\beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix},
\end{equation}
where each entry is a $2\times2$ block. At one instant its state is the normalized packet
\begin{equation}
\psi(\mathbf r)=\phi(\mathbf r)\begin{pmatrix}\chi\\0\end{pmatrix},\qquad
\phi(\mathbf r)\propto e^{-r^2/(4s^2)},\qquad \chi^\dagger\chi=1,
\end{equation}
with a constant two-spinor $\chi$. The density is proportional to $e^{-r^2/(2s^2)}$, so the width $s$ is its standard deviation along each axis. Let $E(p)=\sqrt{c^2p^2+c^4}$, and let $W$ be the probability that a measurement of $H$ gives a negative value. Angle brackets with a function of $p$ inside denote the mean over the momentum density of the packet.

\section*{Part (a)}

\textbf{Show that $W=\left\langle (E-c^2)/(2E)\right\rangle$.}

\subsection*{Model answer}

The matrices obey $\alpha_i\alpha_j+\alpha_j\alpha_i=2\delta_{ij}$, $\alpha_i\beta+\beta\alpha_i=0$ and $\beta^2=1$. In the square of $H$ the cross terms between $\boldsymbol\alpha\cdot\mathbf p$ and $\beta$ therefore cancel, and
\begin{equation}
H^2=c^2(\boldsymbol\alpha\cdot\mathbf p)^2+c^4=c^2p^2+c^4=E^2 .
\end{equation}
At fixed $\mathbf p$ the eigenvalues of the $4\times4$ matrix $H$ can thus be $+E$ or $-E$. Its trace is zero, so each occurs twice.

Take the unit spinor $u=(\chi,0)$ at fixed $\mathbf p$ and split it as $u=u_++u_-$ into its parts with energies $+E$ and $-E$. These parts are orthogonal because $H$ is Hermitian. With $w=u_-^\dagger u_-$ we have $u_+^\dagger u_+=1-w$, and so
\begin{equation}
u^\dagger Hu=E(1-w)-Ew=E(1-2w).
\end{equation}
The same quantity follows directly from the blocks. The matrix $\boldsymbol\alpha\cdot\mathbf p$ turns an upper spinor into a lower one, which is orthogonal to $u$, so only the $\beta$ term contributes:
\begin{equation}
u^\dagger Hu=c^2\chi^\dagger\chi=c^2 .
\end{equation}
Equating the two expressions gives $1-2w=c^2/E$, hence
\begin{equation}
w(p)=\frac12\left(1-\frac{c^2}{E}\right)=\frac{E-c^2}{2E}.
\label{w}
\end{equation}
Neither the spin direction nor the direction of $\mathbf p$ matters.

The Fourier transform of the packet is $\tilde\phi(\mathbf p)\,u$, with $\int|\tilde\phi|^2d^3p=1$. Since $H$ acts on it as a matrix at each $\mathbf p$, without mixing different momenta, the negative-energy part is $\tilde\phi(\mathbf p)\,u_-(\mathbf p)$. Its squared norm is
\begin{equation}
W=\int|\tilde\phi(\mathbf p)|^2\,w(p)\,d^3p=\left\langle\frac{E-c^2}{2E}\right\rangle .
\label{W}
\end{equation}
This step did not use the Gaussian shape. It holds for any normalized $\phi$ multiplying a constant $\chi$.

The mean energy of the packet is $c^2$, however narrow the packet is. The positive kinetic energy expected of a localized electron is offset by the negative-energy part.

\section*{Part (b)}

\textbf{Which lower component must accompany $\chi$ at momentum $\mathbf p$ to give a state of purely positive energy? Use it to explain where $w$ comes from.}

\subsection*{Model answer}

Let the spinor be $(\chi,\eta)$ with energy $+E$. The two block rows of the eigenvalue equation are
\begin{align}
c^2\chi+c\,\boldsymbol\sigma\cdot\mathbf p\,\eta&=E\chi, \label{row1}\\
c\,\boldsymbol\sigma\cdot\mathbf p\,\chi-c^2\eta&=E\eta. \label{row2}
\end{align}
The second row gives
\begin{equation}
\eta=\frac{c\,\boldsymbol\sigma\cdot\mathbf p}{E+c^2}\,\chi .
\label{eta}
\end{equation}
The first row is then satisfied too: since $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$ and $c^2p^2=E^2-c^4=(E-c^2)(E+c^2)$, we find $c\,\boldsymbol\sigma\cdot\mathbf p\,\eta=(E-c^2)\chi$.

The packet lacks this lower component. To see the consequence, note that $\tfrac12(1\pm H/E)$ keeps the part with energy $\pm E$ and removes the other. Applied to $u$ it gives
\begin{equation}
u_\pm=\frac{1}{2E}\begin{pmatrix}(E\pm c^2)\chi\\ \pm c\,\boldsymbol\sigma\cdot\mathbf p\,\chi\end{pmatrix}.
\end{equation}
The part $u_+$ equals $(\chi,\eta)$ times the factor $(E+c^2)/(2E)$, so its lower component is related to its upper component as \eqref{eta} requires. The negative-energy part $u_-$ enters with the opposite lower component, so that the sum has none. Its squared norm confirms \eqref{w}:
\begin{equation}
u_-^\dagger u_-=\frac{(E-c^2)^2+c^2p^2}{4E^2}
=\frac{(E-c^2)\left[(E-c^2)+(E+c^2)\right]}{4E^2}=\frac{E-c^2}{2E}.
\end{equation}
The weight thus measures the mismatch between the chosen spinor and a positive-energy one. A small width alone does not force it: a packet built at each $\mathbf p$ from $(\chi,\eta)$, and normalized again, has $W=0$.

\section*{Part (c)}

\textbf{Show that $W\approx\langle p^2\rangle/(4c^2)$ when the momenta are small compared with $c$. Decide whether this estimate is too high or too low, bound $W$ from the other side, and express both bounds through $y=(sc)^2$.}

\subsection*{Model answer}

Put $x=p^2/c^2\ge0$. Then $E=c^2\sqrt{1+x}$ and $w=\tfrac12[1-f(x)]$ with $f(x)=(1+x)^{-1/2}$. The derivatives are
\begin{equation}
f'=-\tfrac12(1+x)^{-3/2},\quad f''=\tfrac34(1+x)^{-5/2},\quad f'''=-\tfrac{15}{8}(1+x)^{-7/2}.
\end{equation}
Taylor's theorem about $x=0$ has a remainder with the sign of the next derivative. Because $f''>0$, stopping after the linear term gives $f\ge1-x/2$. Because $f'''<0$, stopping after the quadratic term gives $f\le1-x/2+3x^2/8$. Therefore
\begin{equation}
\frac{x}{4}-\frac{3x^2}{16}\le w\le\frac{x}{4},
\label{bounds}
\end{equation}
with equality only at $x=0$. Averaging the right-hand side gives $\langle p^2\rangle/(4c^2)$. This is the leading term for small $x$, and it is too high for every packet considered here.

For the moments, the Fourier integral along one axis is done by completing the square:
\begin{equation}
-\frac{q^2}{4s^2}-ip_xq=-\frac{(q+2is^2p_x)^2}{4s^2}-s^2p_x^2 .
\end{equation}
The exponential of the first term integrates over $q$ to a constant independent of $p_x$, so $|\tilde\phi|^2\propto e^{-2s^2p^2}$. This is a Gaussian with variance $\sigma^2=1/(4s^2)$ per axis. Adding three axes, and using $\langle p_x^4\rangle=3\sigma^4$ for a Gaussian,
\begin{align}
\langle p^2\rangle&=3\sigma^2=\frac{3}{4s^2},\\
\langle p^4\rangle&=3\langle p_x^4\rangle+6\langle p_x^2\rangle\langle p_y^2\rangle=9\sigma^4+6\sigma^4=\frac{15}{16s^4}.
\end{align}
The average of \eqref{bounds} is then
\begin{equation}
\frac{3}{16y}-\frac{45}{256y^2}<W<\frac{3}{16y},\qquad y=(sc)^2 .
\label{Wbounds}
\end{equation}
The ratio of the second term to the first is $15/(16y)$. The estimate is good when $y\gg1$, that is, when $s$ is much larger than the reduced Compton wavelength $1/c=0.00730$ bohr.

\section*{Part (d)}

\textbf{Express $W$ through the modified Bessel functions $K_n(y)=\int_0^\infty e^{-y\cosh v}\cosh(nv)\,dv$ with $n=0$ and $1$.}

\subsection*{Model answer}

By \eqref{w}, $W=\tfrac12(1-\langle c^2/E\rangle)$. The normalized momentum density is $(2s^2/\pi)^{3/2}e^{-2s^2p^2}$, so
\begin{equation}
\left\langle\frac{c^2}{E}\right\rangle=4\pi\left(\frac{2s^2}{\pi}\right)^{3/2}\int_0^\infty\frac{p^2e^{-2s^2p^2}}{\sqrt{1+p^2/c^2}}\,dp .
\end{equation}
Substitute $p=c\sinh\theta$. The factor $\cosh\theta$ in $dp=c\cosh\theta\,d\theta$ cancels the square root, and $c^3$ joins $s^3$ to make $y^{3/2}$:
\begin{equation}
\left\langle\frac{c^2}{E}\right\rangle=\frac{4(2y)^{3/2}}{\sqrt\pi}\int_0^\infty\sinh^2\theta\,e^{-2y\sinh^2\theta}\,d\theta .
\end{equation}
Now use $\sinh^2\theta=\tfrac12(\cosh2\theta-1)$ and set $v=2\theta$, so that $d\theta=\tfrac12dv$. The integral becomes
\begin{equation}
\frac{e^y}{4}\int_0^\infty(\cosh v-1)\,e^{-y\cosh v}\,dv=\frac{e^y}{4}\left[K_1(y)-K_0(y)\right],
\end{equation}
and hence
\begin{equation}
W=\frac12\left\{1-\frac{(2y)^{3/2}}{\sqrt\pi}\,e^y\left[K_1(y)-K_0(y)\right]\right\}.
\label{closed}
\end{equation}

\section*{Part (e)}

\textbf{Evaluate $W$ for $s=1$, $0.1$ and $0.01$ bohr, and judge the estimate of part (c) in each case.}

\subsection*{Model answer}

For $s=0.01$ bohr, $y=1.877887$, $e^yK_0=0.866043$ and $e^yK_1=1.075421$. Equation \eqref{closed} gives
\begin{align}
\left\langle\frac{c^2}{E}\right\rangle&=\frac{(3.755774)^{3/2}}{\sqrt\pi}\,(1.075421-0.866043)\nonumber\\
&=4.1065\times0.209378=0.8598,\\
W&=\tfrac12(1-0.8598)=0.0701 .
\end{align}
For the two wider packets \eqref{closed} subtracts nearly equal numbers, and many digits must be carried. The bounds \eqref{Wbounds} are more convenient. For $s=1$ bohr they give $9.98413\times10^{-6}<W<9.98463\times10^{-6}$, and for $s=0.1$ bohr $9.935\times10^{-4}<W<9.985\times10^{-4}$. The full means are in the table, where the last column is the excess of the estimate relative to $W$.

\begin{center}
\begin{tabular}{ccccc}
$s$ (bohr) & $\sqrt{\langle p^2\rangle}/c$ & $3/(16y)$ & $W$ & excess\\
\hline
1 & 0.0063 & $9.985\times10^{-6}$ & $9.984\times10^{-6}$ & 0.005\%\\
0.1 & 0.063 & $9.985\times10^{-4}$ & $9.935\times10^{-4}$ & 0.50\%\\
0.01 & 0.63 & $9.985\times10^{-2}$ & $7.009\times10^{-2}$ & 42\%
\end{tabular}
\end{center}

In percent, $W$ is 0.0010\%, 0.099\% and 7.0\%. From 1 to 0.1 bohr it grows almost a hundredfold, as $1/s^2$ requires, and the excess agrees with $15/(16y)$. At 0.01 bohr the width is only 1.4 times $1/c$ and the expansion is no longer useful: the bounds allow anything from 0.050 to 0.100. The numerical output also gives $W$ from diagonalizing $H$ on a grid of momenta, which agrees with the mean formula for all three widths.

The numbers depend on the meaning of width. If the packet is written as $\phi\propto e^{-r^2/(2b^2)}$, then $b=\sqrt2\,s$ and the estimate reads $3/(8b^2c^2)$. A packet with $b=0.1$ bohr thus has about twice the weight of one with $s=0.1$ bohr.

\section*{Part (f)}

\textbf{What happens to $W$ as $s\to0$?}

\subsection*{Model answer}

Since $c^2/E>0$, \eqref{w} gives $w<\tfrac12$ and so $W<\tfrac12$. For a lower bound use $E>cp$, which means $c^2/E<c/p$. The mean of $1/p$ is
\begin{equation}
\left\langle\frac1p\right\rangle=4\pi\left(\frac{2s^2}{\pi}\right)^{3/2}\int_0^\infty p\,e^{-2s^2p^2}dp
=4\pi\left(\frac{2s^2}{\pi}\right)^{3/2}\frac{1}{4s^2}=2s\sqrt{\frac2\pi},
\end{equation}
and therefore
\begin{equation}
\frac12-sc\sqrt{\frac2\pi}<W<\frac12 .
\end{equation}
As $s\to0$ the weight tends to one half, whereas the estimate $3/(16y)$ grows without limit and eventually exceeds 1, which no probability can do. In this limit the momenta are far above $c$, the rest-energy term $\beta c^2$ is negligible beside $c\,\boldsymbol\alpha\cdot\mathbf p$, and a purely upper spinor is an equal mixture of both signs of energy.

All these results refer to the free one-particle Hamiltonian. In the field of a nucleus the positive- and negative-energy states are different ones, and the weight of the same packet must be found anew.

\section*{Table of computed values}
\begin{verbatim}
speed of light c = 137.035999 a.u.
c^2 = 18778.8651 hartree
reduced Compton wavelength 1/c = 0.0072974 bohr
--- width s = 1 bohr ---
grid against mean formula = 6.7e-16 (relative)
momentum spread per axis 1/(2s) = 0.5 a.u.
mean p^2 from grid = 0.75 a.u.
rms p / c = 0.006320 (no unit)
y = (s c)^2 = 18778.865071 (no unit)
mean c^2/E = 0.9999800317 (no unit)
weight W, diagonalization = 9.984131e-06 (no unit)
weight W, mean formula = 9.984131e-06 (no unit)
weight W, Bessel form = 9.984131e-06 (no unit)
weight W in percent = 0.000998 %
leading estimate = 9.984629e-06 (no unit)
lower bound = 9.984130e-06 (no unit)
estimate too high by = 0.0050 %
largest residue with lower part = 5.0e-16 (no unit)
--- width s = 0.1 bohr ---
grid against mean formula = 2.2e-16 (relative)
momentum spread per axis 1/(2s) = 5 a.u.
mean p^2 from grid = 75 a.u.
rms p / c = 0.063197 (no unit)
y = (s c)^2 = 187.788651 (no unit)
mean c^2/E = 0.9980129669 (no unit)
weight W, diagonalization = 9.935166e-04 (no unit)
weight W, mean formula = 9.935166e-04 (no unit)
weight W, Bessel form = 9.935166e-04 (no unit)
weight W in percent = 0.099352 %
leading estimate = 9.984629e-04 (no unit)
lower bound = 9.934783e-04 (no unit)
estimate too high by = 0.4979 %
largest residue with lower part = 5.3e-16 (no unit)
--- width s = 0.01 bohr ---
grid against mean formula = 1.2e-11 (relative)
momentum spread per axis 1/(2s) = 50 a.u.
mean p^2 from grid = 7500 a.u.
rms p / c = 0.631969 (no unit)
y = (s c)^2 = 1.877887 (no unit)
mean c^2/E = 0.8598153076 (no unit)
weight W, diagonalization = 7.009235e-02 (no unit)
weight W, mean formula = 7.009235e-02 (no unit)
weight W, Bessel form = 7.009235e-02 (no unit)
weight W in percent = 7.009235 %
leading estimate = 9.984629e-02 (no unit)
lower bound = 4.999988e-02 (no unit)
estimate too high by = 42.4496 %
largest residue with lower part = 8.6e-16 (no unit)
exp(y) K0(y) = 0.86604340 (no unit)
exp(y) K1(y) = 1.07542143 (no unit)
\end{verbatim}
